How large lmax must be in LAPW: plane-wave matching at the sphere

Take a plane wave of wavenumber K = 4.0 bohr⁻¹ and a sphere of radius R = 2.0 bohr, and continue the wave into the sphere with an LAPW augmentation cut off at lmax. With lmax = 4 the function jumps at the surface by 0.917 (root mean square, relative to the unit modulus of the wave), hardly better than the 0.992 of lmax = 0. With lmax = 12 the jump is 0.0045. The collapse sets in near lmax = 8, which is the product RK, yet at lmax = 8 itself the jump is still 0.194. Two things need explaining: why RK is the threshold, and why meeting the rule lmax ≈ R·Kmax leaves a jump of about one fifth for the shortest wave in the basis.

**The estimate**

Let θ be the angle between r and K, and let x = KR. On the sphere the plane wave is

exp(iK·r) = exp(ix cosθ).

Its phase changes with θ at the rate −x sinθ, whose magnitude is at most x, reached at the equator. A Legendre polynomial P_l(cosθ) oscillates in θ, away from the poles, at a rate close to l + ½. To follow the wave everywhere on the sphere the expansion must therefore contain l up to about x. Classically, a particle of momentum K at distance R from the centre has angular momentum |r×K| = x sinθ ≤ x (ħ = 1). For a basis with |K| ≤ Kmax this gives

lmax ≈ R·Kmax.

The same picture estimates what is lost by stopping early. Components up to l = L are kept, with l + ½ playing the part of the classical angular momentum. The division between kept and lost then lies midway between L + ½ and L + 3/2, at L + 1. The lost part of the sphere is where sinθ > (L+1)/x. This is a belt around the equator, bounded by cosθ = ±√(1 − (L+1)²/x²). Since area is uniform in cosθ, the belt covers the fraction

δ² ≈ √(1 − (L+1)²/x²),  L + 1 < x,

of the sphere, and the wave has unit modulus there. For L = 4 and x = 8 this gives δ ≈ 0.884, against the measured 0.917. The belt covers more than half of the sphere until L + 1 reaches 0.87x, because the sphere has much of its area near the equator. The estimate gives zero at L = 7, where the measured jump is 0.369, so the edge needs a wave treatment.

**Expansion of the plane wave**

Write exp(iKr cosθ) = Σ_l A_l j_l(Kr) P_l(cosθ). This form is allowed because the wave solves the free wave equation, is regular at the origin and has no dependence on the azimuth about K. To find A_l, compare the terms in (Kr)^l cos^lθ. On the left the coefficient is i^l/l!. On the right only the term l contributes: lower polynomials contain no cos^lθ, and higher Bessel functions start at a higher power of Kr. With j_l(z) ≈ z^l/(2l+1)!! and the leading coefficient (2l−1)!!/l! of P_l,

A_l (2l−1)!!/[(2l+1)!! l!] = i^l/l!,  so A_l = (2l+1) i^l.

On the sphere, therefore,

exp(ix cosθ) = Σ_l (2l+1) i^l j_l(x) P_l(cosθ).  (1)

Two identities follow from (1). Write c = cosθ. Differentiating with respect to x and using (2l+1)cP_l = (l+1)P_{l+1} + lP_{l−1}, the coefficients of P_l give

(2l+1) j_l' = l j_{l−1} − (l+1) j_{l+1}.  (2)

Differentiating with respect to c instead, and using (2l+1)P_l = P'_{l+1} − P'_{l−1}, the coefficients of P'_l give

(2l+1) j_l = x (j_{l−1} + j_{l+1}),  l ≥ 1.  (3)

**What the matching removes**

Inside the sphere the potential V(r) is taken as spherical. For each l ≤ L the LAPW function contains a u_l + b u̇_l, where u_l is the regular radial solution at a fixed energy E and u̇_l its energy derivative. The two conditions at r = R are

a u_l + b u̇_l = j_l(KR),
a u_l' + b u̇_l' = K j_l'(KR),

where the prime on j_l means the derivative with respect to its argument. They have a unique solution if the determinant u u̇' − u̇ u' is nonzero. To see that it is, set p = ru and q = ru̇, and W = V + l(l+1)/(2r²) in Hartree atomic units. The radial equation and its energy derivative are

−½p'' + Wp = Ep,
−½q'' + Wq = Eq + p.

Multiply the second by p, the first by q, and subtract: −½(pq'' − qp'') = p², or (pq' − qp')' = −2p². Both p and q vanish at the origin, and pq' − qp' = r²(u u̇' − u̇ u'). Integration gives

R²(u u̇' − u̇ u') = −2 ∫₀^R u² r² dr < 0.

The matching can always be carried out, and it reproduces every component l ≤ L of the plane wave in value and slope. What remains as the jump, outside minus inside, is

D(θ) = Σ_{l>L} (2l+1) i^l j_l(x) P_l(cosθ).

The potential has dropped out. Averaging |D|² over the sphere with ½∫P_l P_l' dc = δ_ll'/(2l+1) gives

δ² = Σ_{l>L} (2l+1) j_l(x)².  (4)

The same steps for the radial derivative give a mean-square slope jump K² Σ_{l>L} (2l+1) j_l'(x)². With nothing removed, these sums are the sphere averages of 1 and of K² cos²θ, that is 1 and K²/3.

The numerical jumps come from functions built explicitly for two uniform inner potentials, with inner wavenumbers 1.0 and 2.5 bohr⁻¹, and from angular quadrature of the mismatch. In both cases the value and slope jumps agree with the sums above, which tests the claim that the inner potential does not matter.

**Below the threshold**

The weights w_l = (2l+1) j_l² add up to one and say how the surface function is distributed over l. Their mean of l(l+1) follows without approximation. Since l(l+1) is the eigenvalue of minus the angular Laplacian, integration by parts on the closed sphere turns the mean into the average squared angular gradient:

Σ_l w_l l(l+1) = x² ⟨sin²θ⟩ = 2x²/3.

For x = 8 this is 42.67, so the root-mean-square angular momentum is about 6.5. The weight sits mostly at high l, just below x, and cutting at half of x discards most of the function. The belt formula describes this after smoothing over the oscillations of j_l² with l. It improves for large spheres: at x = 200 and L = 99 it gives δ² = 0.8660 against 0.8655 from (4).

**Above the threshold**

Let L ≥ 1 and 0 < x ≤ L. For l ≥ L the function s j_l(s) has second derivative [l(l+1)/s² − 1] s j_l(s). The bracket is positive up to s = x, because x² ≤ L² < l(l+1). The function starts positive and rising, its curvature keeps it rising, and so j_l(x) > 0.

Now define ρ_l = j_l/j_{l−1} and b_l = (2l+1)/(2x). Dividing (3) by x j_l gives 2b_l = 1/ρ_l + ρ_{l+1}, or

ρ_l = 1/(2b_l − ρ_{l+1}).

For l > L we have b_l > 1, and the equation q = 1/(2b_l − q) has the smaller root

q_l = b_l − √(b_l² − 1) = 1/[b_l + √(b_l² − 1)],

which decreases as l grows. If ρ_{l+1} < q_l, the recursion gives ρ_l < 1/(2b_l − q_l) = q_l. The condition holds at sufficiently large l. There ρ_{l+1} = x/(2l+3) up to a relative correction of order x²/l², which is below x/(2l+1) = 1/(2b_l), which in turn is below q_l. Going down in l, ρ_{l+1} < q_{l+1} < q_l keeps the condition true. Hence

j_l/j_{l−1} < b_l − √(b_l² − 1),  l > L ≥ x.  (5)

Each further l reduces the Bessel function by at least this factor, and the factor itself tends to zero as 1/l. The decay is faster than exponential. At x = 8 the ratio j₉/j₈ is 0.519 (bound 0.547), j₁₂/j₁₁ is 0.357 (bound 0.362) and j₁₆/j₁₅ is 0.2575 (bound 0.2586).

Once these ratios are well below one, the first missing term dominates (4), and δ ≈ √(2L+3) j_{L+1}(x). At x = 8 it supplies 79 percent of δ² at L = 8 and 91 percent at L = 12. Close to the edge of a large sphere it does not dominate: at L = x = 128 its share is 42 percent. Going from L = 10 to L = 11 should then multiply the jump by √(25/23) × 0.357 = 0.372. The measured factor is 0.01335/0.03634 = 0.367.

**Which plane wave is the worst**

A basis contains all wavenumbers up to Kmax. Differentiate (4) with respect to x and insert (2):

dδ²/dx = 2 Σ_{l>L} (2l+1) j_l j_l'
= 2 Σ_{l>L} [l j_{l−1} j_l − (l+1) j_l j_{l+1}].

The second term of each bracket cancels the first term of the next, and the terms vanish as l → ∞. One term survives:

dδ²/dx = 2(L+1) j_L(x) j_{L+1}(x).

This is positive for 0 < x ≤ L by the result of the last section. Once lmax ≥ R·Kmax, the jump grows steadily with K, and the waves at the cutoff are the worst. For lmax = 8 the jump is 0.0012 at K = 2 bohr⁻¹, 0.029 at 3 bohr⁻¹ and 0.194 at 4 bohr⁻¹. In the opposite limit x → 0 the first missing term gives

δ ≈ √(2L+3) x^{L+1}/(2L+3)!!,

so long waves join almost smoothly.

This shows when the simple rule can serve. An orbital Σ_K C_K φ_K has a jump Σ_K C_K D_K, and by the triangle inequality its root-mean-square value is at most Σ_K |C_K| δ(K). If the coefficients are small near the cutoff, the large jumps there enter with small weight. If they are not, lmax = R·Kmax gives no such protection.

**The edge**

At L = x neither the belt formula nor the far decay applies. Let λ = l + ½ and rewrite (3) as a second difference:

j_{l+1} − 2j_l + j_{l−1} = (2/x)(λ − x) j_l.

For large x and λ near x, j_l varies slowly with l, and the difference becomes a second derivative. In the variable s = (2/x)^{1/3}(λ − x) this is Airy's equation, f'' = s f. The solution that decays for large l is Ai(s), so near the edge w_l ≈ C Ai(s)².

The constant C follows from joining to the belt picture on the side λ < x. There the average of Ai(s)² over its oscillations is 1/(2π√(−s)), with √(−s) = (2/x)^{1/6}√(x−λ). The belt formula with L + 1 replaced by λ gives, on differentiation, the weight per unit λ

λ/[x²√(1 − λ²/x²)] ≈ (1/x)√(x/[2(x−λ)]),

where λ ≈ x was used. Equating the two,

C = 2π (2/x)^{1/6} (x/2)^{1/2}/x = π (2/x)^{2/3}.

The sum in (4) starts at λ = L + 3/2. Treating each term as a cell of unit width, it becomes an integral from L + 1, and dλ = (x/2)^{1/3} ds. Since the derivative of Ai'(s)² − s Ai(s)² is −Ai(s)²,

δ² ≈ π (2/x)^{1/3} [Ai'(t)² − t Ai(t)²],  t = (2/x)^{1/3}(L + 1 − x).  (6)

This is the leading order for large x at fixed t. At L = x = 8 it gives δ ≈ 0.187, against 0.194 from (4).

Formula (6) explains why one fifth is no accident of x = 8. At L = x, t = (2/x)^{1/3} falls slowly to zero, which raises the bracket towards Ai'(0)², while the prefactor falls. The two changes nearly compensate: for whole-number x from 4 to 128 the jump at L = x stays between 0.179 and 0.198, with a shallow maximum near x = 17. When x is not a whole number the rounding of lmax matters: lmax = 8 leaves 0.086 at x = 7.01 and 0.27 at x = 8.49. For very large x the prefactor wins, and δ falls as x^(−1/6), too slowly to help in practice.

**Choosing lmax for a given jump**

Solving the definition of t for L gives

L ≈ x − 1 + t (x/2)^{1/3}.

Here t is the value at which (6) equals the chosen δ². It depends weakly on x: for a jump of 1 percent it goes from 2.66 at x = 4 to 2.33 at x = 128. For x = 8, t = 2.596 and

L ≈ 8 − 1 + 2.596 × 4^{1/3} = 11.1.

The next integer is 12, which is also the smallest lmax found from (4). At x = 4, 8, 16, 32, 64 and 128 the excess lmax − x for 1 percent lies between 1.75 and 2.00 times x^{1/3}. At other x between 4 and 128 the ratio ranges from about 1.6 to 2.2, because lmax must be a whole number. Rounded up to an integer, x + 2x^{1/3} is a choice on the safe side for x between 4 and 128: it keeps the jump below 1 percent, but is usually one and often two above the smallest sufficient lmax (8 against 7 at x = 4, 139 against 137 at x = 128). At x = 8, jumps of 10, 1 and 0.1 percent require lmax = 9, 12 and 14.

From lmax = 8 on, two other measures of the mismatch are less favourable than δ, if the slope jump is taken relative to the full root-mean-square slope. The first is the largest jump over angle. Orthogonality controls the mean square, which falls with every added l, but not the maximum: at lmax = 6 the largest jump is 1.57, more than the 1.12 at lmax = 0. When one missing term dominates, the maximum is at the poles, where |P_l| = 1, and it exceeds the root mean square by √(2L+3). For L = 14 this is 5.6, and the measured ratio is about 5.2. At lmax = 8 the largest jump is 0.69.

The second is the slope. At lmax = 8 the root-mean-square slope jump is 0.141K, about a quarter of the full root-mean-square slope K/√3 = 0.577K. For l well above x, j_l'/j_l ≈ l/x, which exceeds one. High missing components therefore weigh more in the slope, measured in units of K, than in the value. In the example the slope figure overtakes the value figure at lmax = 10.

The rule thus locates the place where convergence in l begins. With several spheres and one common lmax, the largest radius sets x. None of these jumps is an error in a total energy, which also depends on the coefficients C_K and on how the mismatch enters the energy functional. The full set of values is in the numerical output.

Values computed for the example and the checks

```
sphere radius R = 2.0 bohr
plane-wave number K = Kmax = 4.0 bohr^-1
kinetic energy K^2/2 = 8.0 hartree
x = R*Kmax = 8.0
inner wavenumbers tried: 1.0 and 2.5 bohr^-1
lmax | rms jump | largest jump | rms slope jump/K | classical rms
   0 | 0.99232 | 1.12367 | 0.57637 | 0.996
   2 | 0.95898 | 1.21201 | 0.51381 | 0.963
   4 | 0.91727 | 1.18420 | 0.34334 | 0.884
   6 | 0.60037 | 1.56759 | 0.23849 | 0.696
   7 | 0.36904 | 1.15234 | 0.20642 | 0.000
   8 | 0.19397 | 0.68635 | 0.14079 | 0.000
   9 | 0.08907 | 0.34665 | 0.07904 | 0.000
  10 | 0.03634 | 0.15274 | 0.03792 | 0.000
  11 | 0.01335 | 0.05987 | 0.01596 | 0.000
  12 | 0.00447 | 0.02117 | 0.00600 | 0.000
  14 | 0.00039 | 0.00203 | 0.00064 | 0.000
  16 | 0.00003 | 0.00014 | 0.00005 | 0.000
mean of l(l+1) on the sphere = 42.6667
x=200, lmax=99: delta^2 exact 0.8655, classical 0.8660
j_9/j_8 at x=8: 0.5192, bound 0.5471
j_12/j_11 at x=8: 0.3572, bound 0.3619
j_16/j_15 at x=8: 0.2575, bound 0.2586
lmax=8, K=2.0 bohr^-1: rms jump 0.001211
lmax=8, K=3.0 bohr^-1: rms jump 0.029041
lmax=8, K=4.0 bohr^-1: rms jump 0.193972
x=8: smallest lmax with rms jump <= 0.1: 9
x=8: smallest lmax with rms jump <= 0.01: 12
x=8: smallest lmax with rms jump <= 0.001: 14
x | rms jump at lmax=x | Airy | lmax for 1% | Airy lmax | Airy t | (lmax-x)/x^(1/3)
  4 | 0.1840 | 0.1719 |   7 | 6.35 | 2.661 | 1.89
  8 | 0.1940 | 0.1866 |  12 | 11.12 | 2.596 | 2.00
 16 | 0.1974 | 0.1931 |  21 | 20.06 | 2.531 | 1.98
 32 | 0.1953 | 0.1930 |  38 | 37.21 | 2.464 | 1.89
 64 | 0.1890 | 0.1878 |  71 | 70.61 | 2.397 | 1.75
128 | 0.1798 | 0.1791 | 137 | 136.32 | 2.330 | 1.79
```
